# Slope of a Narrow Line Heater on a Crystal with Tilted Axes: verification in Python

```python
"""
Result under test: for a long narrow line heater on an anisotropic crystal,
    d Re(dT) / d ln(omega) = -p / (2 pi sqrt(D)),   D = kxx*kzz - kxz**2,
where the line runs along y, z points into the crystal, p is the power
amplitude per length and omega the angular frequency of the heating.
b: heater half-width; C: volumetric heat capacity; k..: conductivity tensor.
F = pi*sqrt(D)*dT/p is the dimensionless complex temperature amplitude.
eps = omega*C*kzz*b**2/D is the dimensionless frequency.
The plane problem is also solved by finite elements from the heat equation.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.special import kv
from scipy.constants import Stefan_Boltzmann

GAMMA = np.euler_gamma


def plane_tensor(k_axis, k_across, tilt_deg):
    """kxx, kxz, kzz for an axis tilted from the normal z towards x."""
    s, c = np.sin(np.radians(tilt_deg)), np.cos(np.radians(tilt_deg))
    diff = k_axis - k_across
    return k_across + diff*s*s, diff*s*c, k_across + diff*c*c


# ---------- spectral integral over the heater, wave number in units 1/b ----
K_MAX = 400*np.pi
edges = np.concatenate([[0.0], np.geomspace(1e-4, 1, 60),
                        np.linspace(1, K_MAX, 1257)[1:]])
gl_x, gl_w = np.polynomial.legendre.leggauss(12)
half = np.diff(edges)/2
wave = (edges[:-1, None] + half[:, None]*(1 + gl_x)).ravel()
weight = (half[:, None]*gl_w).ravel()*np.sinc(wave/np.pi)**2


def spectral_F(eps, thickness=None, back="insulated"):
    """thickness = sqrt(D)*d/(kzz*b); None means a half-space."""
    root = np.sqrt(wave**2 + 1j*eps)
    response = 1/root
    if thickness is not None:
        decay = np.exp(-2*root*thickness)
        ratio = (1 + decay)/(1 - decay)
        response = response*(ratio if back == "insulated" else 1/ratio)
    return np.sum(weight*response) + 1/(4*K_MAX**2)


# ---------- the same average in real space, from the line-source field -----
v, v_w = np.polynomial.legendre.leggauss(80)
v, v_w = (v + 1)/2, v_w/2
separation = v**3
sep_weight = 2*(1 - separation)*3*v**2*v_w


def real_space_F(qb):
    qb = np.atleast_1d(qb)
    return kv(0, 2*qb[:, None]*separation) @ sep_weight


# ---------- finite elements for the original anisotropic heat equation -----
def graded(first, growth, end):
    n = int(np.ceil(np.log(1 + end*(growth - 1)/first)/np.log(growth)))
    steps = growth**np.arange(n + 1) - 1
    return end*steps/steps[-1]


def assemble(n, ll, lr, rl, rr):
    left = np.arange(n - 1)
    right = left + 1
    rows = np.concatenate([left, left, right, right])
    cols = np.concatenate([left, right, left, right])
    return sp.csr_matrix((np.concatenate([ll, lr, rl, rr]), (rows, cols)),
                         shape=(n, n))


def one_dimensional(nodes):
    h = np.diff(nodes)
    n = len(nodes)
    e = np.full(n - 1, 0.5)
    return (assemble(n, 1/h, -1/h, -1/h, 1/h),
            assemble(n, h/3, h/6, h/6, h/3),
            assemble(n, -e, -e, e, e))


def fem_temperature(tensor, omega_c, depth=500.0, cold_back=False, film=0.0):
    """Mean heater temperature for unit power per length, with b = 1.
    omega_c = omega*C*b**2; film = lateral sheet conductance of metal / b."""
    kxx, kxz, kzz = tensor
    out = graded(1/12, 1.06, 499.0)
    x = np.concatenate([-1 - out[:0:-1], np.linspace(-1, 1, 25), 1 + out[1:]])
    z = graded(1/12, 1.06, depth)
    stiff_x, mass_x, mixed_x = one_dimensional(x)
    stiff_z, mass_z, mixed_z = one_dimensional(z)
    if cold_back:
        stiff_z, mass_z, mixed_z = (m[:-1, :-1]
                                    for m in (stiff_z, mass_z, mixed_z))
    nz = mass_z.shape[0]
    h = np.diff(x)
    on_heater = (np.abs((x[1:] + x[:-1])/2) < 1).astype(float)
    load_x = np.zeros(len(x))
    load_x[:-1] += on_heater*h/4
    load_x[1:] += on_heater*h/4
    top = np.zeros(nz)
    top[0] = 1
    load = np.kron(load_x, top)
    matrix = (kxx*sp.kron(stiff_x, mass_z) + kzz*sp.kron(mass_x, stiff_z)
              + kxz*(sp.kron(mixed_x, mixed_z.T) + sp.kron(mixed_x.T, mixed_z))
              + 1j*omega_c*sp.kron(mass_x, mass_z))
    if film:
        g = on_heater/h
        matrix = matrix + film*sp.kron(assemble(len(x), g, -g, -g, g),
                                       sp.diags(top))
    temperature = spsolve(sp.csc_matrix(matrix), load.astype(complex),
                          permc_spec="MMD_AT_PLUS_A")
    return load @ temperature


# ---------- test: expansion and two forms of the heater average ------------
eps_test = 0.02
F_test = spectral_F(eps_test)
log_qb = 0.5*np.log(eps_test) + 1j*np.pi/4
F_series = (-log_qb + 1.5 - GAMMA
            + 1j*eps_test/6*(19/12 - GAMMA - log_qb))
assert abs(F_test - real_space_F(np.sqrt(1j*eps_test))[0]) < 1e-5
assert abs(F_test - F_series) < eps_test**2
print(f"F at eps={eps_test}: integral {F_test:.5f}, expansion {F_series:.5f}")

# ---------- test: slope and offset from the heat equation at three tilts ---
root_D_test = np.sqrt(10.0*1.0)
om_lo, om_hi = 0.002, 0.02
print(f"Finite elements, principal values 10 and 1, sqrt(D)={root_D_test:.4f}")
offset_reference = None
for tilt in (0, 35, 70):
    tensor = plane_tensor(10.0, 1.0, tilt)
    temps = [fem_temperature(tensor, om) for om in (om_lo, om_hi)]
    for om, temp in zip((om_lo, om_hi), temps):
        exact = spectral_F(om*tensor[2]/root_D_test**2)/(np.pi*root_D_test)
        assert abs(temp/exact - 1) < 0.01
    slope = (temps[1] - temps[0]).real/np.log(om_hi/om_lo)
    found = -1/(2*np.pi*slope)
    assert abs(found/root_D_test - 1) < 0.01
    level = np.pi*root_D_test*temps[0].real
    if offset_reference is None:
        offset_reference = (level, tensor[2])
    shift = level - offset_reference[0]
    shift_law = 0.5*np.log(offset_reference[1]/tensor[2])
    assert abs(shift - shift_law) < 0.03
    print(f" tilt {tilt:2d} deg: from slope {found:.4f}, sqrt(kxx*kzz) "
          f"{np.sqrt(tensor[0]*tensor[2]):.4f}, F shift {shift:.3f} "
          f"(law {shift_law:.3f})")

# ---------- test: finite thickness with tilted axes ------------------------
tensor = plane_tensor(10.0, 1.0, 35)
scaled_depth = root_D_test*20/tensor[2]
for back, om in (("insulated", 0.02), ("cold", 0.0)):
    numeric = (np.pi*root_D_test
               * fem_temperature(tensor, om, 20.0, back == "cold"))
    law = spectral_F(om*tensor[2]/root_D_test**2, scaled_depth, back)
    assert abs(numeric/law - 1) < 0.01
    print(f" {back} back at depth 20b: F numeric {numeric:.4f}, law {law:.4f}")

# ---------- test: isothermal heater changes the constant -------------------
# The flux is singular at the heater edges, which limits the mesh accuracy.
uniform = fem_temperature(tensor, om_lo)
isothermal = fem_temperature(tensor, om_lo, film=1e4)
iso_shift = np.pi*root_D_test*(uniform - isothermal).real
assert abs(iso_shift - (1.5 - np.log(4))) < 0.04
print(f" isothermal heater lowers F by {iso_shift:.4f} "
      f"(law {1.5 - np.log(4):.4f})")

# ---------- test: determinant for a line in a general direction ------------
rng = np.random.default_rng(4)
rotation = np.linalg.qr(rng.normal(size=(3, 3)))[0]
full = rotation @ np.diag([3.0, 7.0, 20.0]) @ rotation.T
frame = np.linalg.qr(rng.normal(size=(3, 3)))[0]
line_dir, perpendicular = frame[:, 0], frame[:, 1:]
minor = np.linalg.det(perpendicular.T @ full @ perpendicular)
assert np.isclose(minor, np.linalg.det(full)
                  * (line_dir @ np.linalg.solve(full, line_dir)))

# ---------- worked example: rough values of an off-axis quartz plate -------
k_axis, k_across, tilt = 10.0, 6.0, 40.0
C = 2.0e6
b, L, d = 5e-6, 5e-3, 0.5e-3
film_h, film_k, film_C = 200e-9, 200.0, 2.5e6
R0, beta, power_line = 80.0, 3e-3, 4.0
T0 = 300.0
freq = np.array([50.0, 500.0])
omega = 4*np.pi*freq
log_ratio = np.log(omega[1]/omega[0])
kxx, kxz, kzz = plane_tensor(k_axis, k_across, tilt)
D = kxx*kzz - kxz**2
root_D = np.sqrt(D)
eps = omega*C*kzz*b**2/D
F = np.array([spectral_F(e) for e in eps])


def relative_slope(values):
    """Two-frequency slope divided by the ideal logarithmic slope."""
    return -2*(values[1] - values[0]).real/log_ratio


print("Example: rough quartz-like plate, line along y")
print(f" k along axis {k_axis} and across {k_across} W/(m K), tilt {tilt} deg")
print(f" C {C/1e6:.1f} J/(cm3 K); line width {2*b*1e6:.0f} um, length "
      f"{L*1e3:.0f} mm; plate {d*1e3:.1f} mm")
print(f" R {R0:.0f} ohm, beta {beta*1e3:.1f} 1e-3/K, mean power "
      f"{power_line:.1f} W/m, T0 {T0:.0f} K")
print(f" gold film {film_h*1e9:.0f} nm, k {film_k:.0f} W/(m K), "
      f"C {film_C/1e6:.1f} J/(cm3 K), rough")
print(f" kxx {kxx:.4f}, kxz {kxz:.4f}, kzz {kzz:.4f} W/(m K)")
print(f" D {D:.3f} W2/(m2 K2), sqrt(D) {root_D:.4f} W/(m K)")
print(f" sqrt(kxx*kzz) {np.sqrt(kxx*kzz):.4f} W/(m K)")

# Current -> power -> temperature -> voltage, sampled over one period.
phase = 2*np.pi*np.arange(64)/64
I_rms = np.sqrt(power_line*L/R0)
current = np.sqrt(2)*I_rms*np.cos(phase)
power_2 = 2*np.mean(current**2*R0*np.exp(-2j*phase))/L
dT = power_2*F/(np.pi*root_D)
V3 = []
for amplitude in dT:
    temperature = (amplitude*np.exp(2j*phase)).real
    voltage = current*R0*(1 + beta*temperature)
    V3.append(2*np.mean(voltage*np.exp(-3j*phase))/np.sqrt(2))
V3 = np.array(V3)
V1 = I_rms*R0
V3_slope = (V3[1] - V3[0]).real/log_ratio
root_D_found = beta*V1**3/(4*np.pi*L*R0*abs(V3_slope))
assert abs(root_D_found/root_D - 1) < 0.01
for i in range(2):
    length = np.sqrt(D/(kzz*C*omega[i]))
    print(f" current {freq[i]:.0f} Hz: eps {eps[i]:.5f}, 1/|q| "
          f"{length*1e6:.1f} um, dT {dT[i]:.4f} K, V3 {V3[i]*1e6:.1f} uV rms")
print(f" V1 {V1:.4f} V rms, I {I_rms*1e3:.2f} mA rms")
print(f" in-phase V3 slope {V3_slope*1e6:.2f} uV per unit ln(omega)")
print(f" ideal dT slope {-power_line/(2*np.pi*root_D):.5f} K per ln(omega)")
print(f" sqrt(D) from third harmonic {root_D_found:.4f} W/(m K) = "
      f"{root_D_found/100:.6f} W/(cm K)")

# A second line along x sees the y-z block of the same tensor.
D2 = k_across*kzz
F2 = np.array([spectral_F(w*C*kzz*b**2/D2) for w in omega])
D1_found = D/relative_slope(F)**2
D2_found = D2/relative_slope(F2)**2
cos2, sin2 = np.cos(np.radians(tilt))**2, np.sin(np.radians(tilt))**2


def separate(first, second):
    across = np.sqrt((second - first*cos2)/sin2)
    return first/across, across


axis_found, across_found = separate(D1_found, D2_found)
assert abs(axis_found/k_axis - 1) < 0.02
assert abs(across_found/k_across - 1) < 0.02
axis_err, across_err = separate(D1_found, D2_found*1.01**2)
print(f" second line: true sqrt(D2) {np.sqrt(D2):.4f}, found "
      f"{np.sqrt(D2_found):.4f} W/(m K)")
print(f" separated k along {axis_found:.3f}, across {across_found:.3f} "
      "W/(m K)")
print(f" +1% in sqrt(D2) changes k along {100*(axis_err/axis_found-1):.2f}%, "
      f"across {100*(across_err/across_found-1):.2f}%")

# ---------- size of neglected effects for the example ----------------------
print("Neglected effects; slope changes are changes of its magnitude")
width_change = relative_slope(F) - 1
width_law = -np.pi*(eps[1] - eps[0])/(12*log_ratio)
assert abs(width_change/width_law - 1) < 0.05
print(f" finite width: slope {100*width_change:.3f}% "
      f"(law {100*width_law:.3f}%)")

# Finite line: sum over wave numbers along y of the three-dimensional field.
odd = np.arange(1, 6400, 2)
ky = odd*np.pi/L
F_ends = []
for e in eps:
    qb = np.sqrt(1j*e + kzz*k_across*(ky*b)**2/D)
    F_ends.append(0.5*real_space_F(np.sqrt(1j*e))[0]
                  + np.sum(4/(np.pi*odd)**2*real_space_F(qb)))
F_ends = np.array(F_ends)
# End law: zero-width value times the strip average of exp(-q|x-x'|).
Q = np.sqrt(1j*eps)
strip_factor = (2*Q - 1 + np.exp(-2*Q))/(2*Q**2)
end_narrow = -np.sqrt(k_across/(1j*omega*C))/L
end_law = end_narrow*strip_factor
assert np.all(np.abs((F_ends - F)/end_law - 1) < 0.01)
end_change = relative_slope(F_ends) - relative_slope(F)
print(f" line ends: slope {100*end_change:.3f}%")
for i in range(2):
    print(f"  F change at {freq[i]:.0f} Hz: sum {F_ends[i]-F[i]:.5f}, law "
          f"{end_law[i]:.5f}, zero width {end_narrow[i]:.5f}")

thickness = root_D*d/(kzz*b)
F_plate = np.array([spectral_F(e, thickness) for e in eps])
print(f" plate thickness, insulated back: slope "
      f"{100*(relative_slope(F_plate)-relative_slope(F)):.4f}%")

film_heat = film_C*film_h*2*b
F_heavy = F/(1 + 1j*omega*film_heat*F/(np.pi*root_D))
print(f" film heat capacity: slope "
      f"{100*(relative_slope(F_heavy)-relative_slope(F)):.3f}%")

sheet = film_k*film_h/b
plain = np.pi*root_D*np.array([fem_temperature((kxx, kxz, kzz), w*C*b*b)
                               for w in omega])
spread = np.pi*root_D*np.array([fem_temperature((kxx, kxz, kzz), w*C*b*b,
                                                film=sheet) for w in omega])
spread_change = relative_slope(spread) - relative_slope(plain)
spread_offset = (spread[0] - plain[0]).real
assert abs(spread_change) < 0.005
print(f" lateral film conduction: slope {100*spread_change:.3f}%, F offset "
      f"{spread_offset:.4f}, apparent kzz {100*np.expm1(-2*spread_offset):.1f}%")

interface = 1e-8
interface_F = np.pi*root_D*interface/(2*b)
print(f" interface resistance {interface*1e9:.0f} m2 K/GW: F offset "
      f"{interface_F:.4f}, apparent kzz {100*np.expm1(-2*interface_F):.1f}%")
dc_rise = (power_line/(np.pi*root_D)
           * spectral_F(0.0, thickness, "cold").real)
print(f" steady rise with cold back {dc_rise:.3f} K; k change if k~1/T "
      f"{-100*dc_rise/(T0+dc_rise):.2f}%")
radiation = 4*Stefan_Boltzmann*T0**3/(root_D*np.sqrt(omega[0]*C*kzz/D))
k_air = 0.026
print(f" black radiation / conduction {100*radiation:.4f}%; air / crystal "
      f"{100*k_air/root_D:.3f}% (air {k_air} W/(m K), rough)")
print(f" current density {I_rms/(2*b*film_h)/1e10:.3f} MA/cm2 rms")
print("all tests passed")
```

Printed output:

```
F at eps=0.02: integral 2.88139-0.77552j, expansion 2.88141-0.77552j
Finite elements, principal values 10 and 1, sqrt(D)=3.1623
 tilt  0 deg: from slope 3.1692, sqrt(kxx*kzz) 3.1623, F shift 0.000 (law 0.000)
 tilt 35 deg: from slope 3.1705, sqrt(kxx*kzz) 5.2803, F shift 0.170 (law 0.176)
 tilt 70 deg: from slope 3.1652, sqrt(kxx*kzz) 4.2857, F shift 0.784 (law 0.792)
 insulated back at depth 20b: F numeric 2.8899-1.1016j, law 2.8960-1.1023j
 cold back at depth 20b: F numeric 3.2390+0.0000j, law 3.2457+0.0000j
 isothermal heater lowers F by 0.1346 (law 0.1137)
Example: rough quartz-like plate, line along y
 k along axis 10.0 and across 6.0 W/(m K), tilt 40.0 deg
 C 2.0 J/(cm3 K); line width 10 um, length 5 mm; plate 0.5 mm
 R 80 ohm, beta 3.0 1e-3/K, mean power 4.0 W/m, T0 300 K
 gold film 200 nm, k 200 W/(m K), C 2.5 J/(cm3 K), rough
 kxx 7.6527, kxz 1.9696, kzz 8.3473 W/(m K)
 D 60.000 W2/(m2 K2), sqrt(D) 7.7460 W/(m K)
 sqrt(kxx*kzz) 7.9925 W/(m K)
 current 50 Hz: eps 0.00437, 1/|q| 75.6 um, dT 0.5983-0.1287j K, V3 1135.2-244.1j uV rms
 current 500 Hz: eps 0.04371, 1/|q| 23.9 um, dT 0.4099-0.1260j K, V3 777.7-239.1j uV rms
 V1 1.2649 V rms, I 15.81 mA rms
 in-phase V3 slope -155.25 uV per unit ln(omega)
 ideal dT slope -0.08219 K per ln(omega)
 sqrt(D) from third harmonic 7.7802 W/(m K) = 0.077802 W/(cm K)
 second line: true sqrt(D2) 7.0770, found 7.1143 W/(m K)
 separated k along 10.015, across 6.044 W/(m K)
 +1% in sqrt(D2) changes k along -3.21%, across 3.32%
Neglected effects; slope changes are changes of its magnitude
 finite width: slope -0.439% (law -0.447%)
 line ends: slope -0.578%
  F change at 50 Hz: sum -0.00918+0.00976j, law -0.00918+0.00976j, zero width -0.00977+0.00977j
  F change at 500 Hz: sum -0.00253+0.00305j, law -0.00253+0.00305j, zero width -0.00309+0.00309j
 plate thickness, insulated back: slope -0.0098%
 film heat capacity: slope 0.366%
 lateral film conduction: slope -0.185%, F offset -0.0984, apparent kzz 21.7%
 interface resistance 10 m2 K/GW: F offset 0.0243, apparent kzz -4.8%
 steady rise with cold back 0.917 K; k change if k~1/T -0.30%
 black radiation / conduction 0.0060%; air / crystal 0.336% (air 0.026 W/(m K), rough)
 current density 0.791 MA/cm2 rms
all tests passed
```
